\section*{Step speed from surface diffusion between equidistant absorbing steps, part 1}

(Sections cited here and not found follow in the second part.)

\section{Fixed terraces and the step speed}

\textbf{Q.} I am told that on a crystal surface with equidistant, perfectly absorbing steps a distance $L$ apart, the step speed is proportional to $x_s\tanh[L/(2x_s)]$. A proportionality can hide a great deal. What is being held fixed, and where does the hyperbolic tangent come from?

\textbf{A.} Both answers come from counting atoms, so the count must come first. The surface consists of flat terraces separated by straight, parallel steps one atomic layer high. Atoms arrive from the vapour with flux $F$, a number per area and time. An arriving atom becomes an adatom, which moves over the terrace with diffusion coefficient $D$. It either reaches a step or returns to the vapour, the latter after a mean time $\tau$ if no step intervenes. Let $n$ be the number of adatoms per area and $x$ the coordinate perpendicular to the steps. Nothing varies along the steps.

I assume that the adatoms are dilute and independent, so that $D$ and $\tau$ do not depend on $n$, and that no islands form on the terraces. The diffusion current in the direction of increasing $x$ is
\begin{equation}
j=-D\,\frac{dn}{dx},
\label{current}
\end{equation}
a number of atoms per step length and time. Consider a strip between $x$ and $x+dx$. Per unit length it gains $F\,dx$ from the vapour, loses $(n/\tau)\,dx$ by desorption, and gains $j(x)-j(x+dx)=-(dj/dx)\,dx$ by diffusion. Dividing by $dx$ and inserting \eqref{current} gives
\begin{equation}
\frac{\partial n}{\partial t}=D\,\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau}+F .
\label{balance}
\end{equation}
For the moment the steps are treated as standing still while the density becomes steady, so the left side is zero. This is an approximation, since the steps do move.

\textbf{Q.} I shall return to that. First, a perfect absorber removes every particle that touches it. Should the density at a step not be zero?

\textbf{A.} It would be zero if the step never released an atom. A crystal step does release atoms, and at one particular adatom density, $n_{\rm eq}$, capture and release balance. If the net flux into one side of a step is written as $k(n-n_{\rm eq})$, with $k$ an attachment coefficient, then perfect absorption is the limit of large $k$. The flux that diffusion can supply is finite, so $n-n_{\rm eq}$ at the step must go to zero in that limit. The boundary condition is therefore
\begin{equation}
n=n_{\rm eq}\quad\text{on both sides of every step.}
\label{boundary}
\end{equation}

This suggests using the excess density $u=n-n_{\rm eq}$. Because $n_{\rm eq}$ is constant, $n''=u''$, and the steady form of \eqref{balance} becomes
\begin{equation}
D u''-\frac{u}{\tau}+G=0,\qquad G=F-\frac{n_{\rm eq}}{\tau}.
\label{excess}
\end{equation}
The quantity $n_{\rm eq}/\tau$ is the desorption flux of a terrace at the equilibrium density. The net driving flux $G$ is what the vapour supplies beyond it. Multiplication by $\tau$ gives
\begin{equation}
x_s^2u''-u+G\tau=0,\qquad x_s=\sqrt{D\tau}.
\label{scaled}
\end{equation}

\textbf{Q.} You call $x_s$ the diffusion length, I suppose. Is it the distance an adatom travels before it desorbs?

\textbf{A.} It sets that distance up to a factor. On a terrace without steps, the mean square displacement along $x$ after a time $t$ is $2Dt$. The time before desorption has the probability density $e^{-t/\tau}/\tau$, whose mean is $\tau$. The mean square displacement at desorption is therefore $2D\tau=2x_s^2$, and its square root is $\sqrt2\,x_s$. This is the displacement perpendicular to the steps; the direction along them adds the same amount, so the root mean square displacement in the surface plane is $2x_s$.

\textbf{Q.} Then solve the equation, and please do not assume a symmetric answer merely because the picture looks symmetric.

\textbf{A.} Put $x=0$ at the terrace centre, so that the steps are at $x=\pm L/2$, and define $\lambda=L/(2x_s)$. A constant $u=G\tau$ satisfies \eqref{scaled}. The equation without its source, $x_s^2u''=u$, has the solutions $\cosh(x/x_s)$ and $\sinh(x/x_s)$. Hence
\begin{equation}
u=G\tau+\alpha\cosh\frac{x}{x_s}+\beta\sinh\frac{x}{x_s}.
\end{equation}
The two boundary conditions are
\begin{align}
0&=G\tau+\alpha\cosh\lambda+\beta\sinh\lambda,\\
0&=G\tau+\alpha\cosh\lambda-\beta\sinh\lambda .
\end{align}
Their difference is $2\beta\sinh\lambda=0$. Since $\lambda>0$, this requires $\beta=0$; the symmetry has been derived from the equal conditions at the two edges. Their sum then gives $\alpha=-G\tau/\cosh\lambda$, and
\begin{equation}
u(x)=G\tau\left[1-\frac{\cosh(x/x_s)}{\cosh\lambda}\right].
\label{profile}
\end{equation}
For $G>0$ the excess is largest in the middle, where it equals $G\tau(1-1/\cosh\lambda)$. It falls towards the steps, and this slope carries the atoms to them.

\textbf{Q.} How many atoms arrive at an edge? I want to see the sign.

\textbf{A.} Differentiation of \eqref{profile} gives
\begin{equation}
u'(x)=-\frac{G\tau}{x_s}\,\frac{\sinh(x/x_s)}{\cosh\lambda}.
\end{equation}
At the right edge, $x=L/2$, the current is
\begin{equation}
j(L/2)=-Du'(L/2)=\frac{DG\tau}{x_s}\tanh\lambda=Gx_s\tanh\lambda ,
\label{edgeflux}
\end{equation}
where $D\tau=x_s^2$ was used. For $G>0$ it is positive, so it runs to the right, into the right step. At $x=-L/2$ the hyperbolic sine changes sign. The current there is $-Gx_s\tanh\lambda$, which runs to the left, into the left step. Each terrace thus delivers $Gx_s\tanh\lambda$ to each of its two edges.

\textbf{Q.} And the speed of the step?

\textbf{A.} Let $\Omega$ be the area that one atom occupies in a crystal layer. When a step advances over its lower terrace by $v\,dt$, each unit length of step adds the area $v\,dt$ to the upper layer. This takes $v\,dt/\Omega$ atoms. The atoms come from the terraces on both sides, and for equal terraces the two contributions are equal. Therefore
\begin{equation}
\frac{v}{\Omega}=2Gx_s\tanh\lambda,
\qquad
v=2\Omega Gx_s\tanh\frac{L}{2x_s}.
\label{speed}
\end{equation}
This also answers your first question: the proportionality holds when $\Omega$ and $G$ are held fixed.

\textbf{Q.} Is that a harmless restriction? If I heat the sample, $x_s$ changes, and I might want to read the new speed from the tangent alone.

\textbf{A.} That reading would be wrong in general. The driving flux contains $n_{\rm eq}/\tau$, and both $n_{\rm eq}$ and $\tau$ may change with temperature. When $n_{\rm eq}/\tau$ reaches $F$, growth stops, whatever the value of $x_s\tanh\lambda$. Equation \eqref{speed} can be used at each temperature, but with the value of $G$ for that temperature.

\textbf{Q.} The vapour supplies a net amount $GL$ per terrace, yet the steps receive less. Where is the rest?

\textbf{A.} It desorbs. The desorption in excess of its equilibrium value is, from \eqref{profile},
\begin{align}
\int_{-L/2}^{L/2}\frac{u}{\tau}\,dx
&=G\left[L-\frac{1}{\cosh\lambda}\int_{-L/2}^{L/2}\cosh\frac{x}{x_s}\,dx\right]\nonumber\\
&=G\left[L-\frac{2x_s\sinh\lambda}{\cosh\lambda}\right]
=GL-2Gx_s\tanh\lambda .
\end{align}
Subtracting this loss from $GL$ leaves $2Gx_s\tanh\lambda$, the amount delivered to the two edges in \eqref{edgeflux}. No atom is missing from the account.

\textbf{Q.} That is bookkeeping with a density. Can you obtain the tangent by following single atoms?

\textbf{A.} Yes. Let $c(x)$ be the probability that an adatom at $x$ reaches a step before it desorbs. On a row of sites with spacing $a$, let it hop to either neighbour at rate $\nu$ and desorb at rate $1/\tau$. The next event is a hop to a given neighbour with probability $\nu/(2\nu+1/\tau)$, so
\begin{equation}
c(x)=\frac{\nu\,[c(x+a)+c(x-a)]}{2\nu+1/\tau}.
\end{equation}
Multiplying by the denominator and collecting the terms in $\nu$ gives
\begin{equation}
\nu\,[c(x+a)-2c(x)+c(x-a)]=\frac{c(x)}{\tau}.
\end{equation}
If $c$ varies little over one spacing, the square bracket is $a^2c''$ to leading order. With $D=\nu a^2$ this becomes $x_s^2c''=c$. An atom at a step has been caught, so $c(\pm L/2)=1$. The solution is
\begin{equation}
c(x)=\frac{\cosh(x/x_s)}{\cosh\lambda}.
\end{equation}
Atoms land uniformly, so the mean capture probability is
\begin{equation}
\bar c=\frac1L\int_{-L/2}^{L/2}c(x)\,dx
=\frac{2x_s}{L}\tanh\lambda=\frac{\tanh\lambda}{\lambda}.
\label{capture}
\end{equation}

A random walk of $100\,000$ atoms on a terrace 40 spacings wide, with $\lambda=1$, gave a mean capture of 0.7617, where \eqref{capture} gives 0.7616. The starting points were spread evenly over one period of 40 sites, which includes one step site, where capture is immediate. For atoms starting at the centre it gave 0.6472, and the formula gives 0.6481. The standard error of the latter count is $\sqrt{0.6481\times0.3519/100\,000}\approx0.0015$, so the difference is within the statistical scatter.

\textbf{Q.} Your walkers come from the vapour. What about atoms released by the steps when $n_{\rm eq}$ is not zero?

\textbf{A.} The steady balance is linear, so the two sources can be separated. With only the vapour source and $n=0$ at the steps, the steps capture $FL\bar c$ per terrace. With no vapour source and $n=n_{\rm eq}$ at the steps, the density is $n_{\rm eq}c(x)$. In a steady state the net release from the steps equals its desorption,
\begin{equation}
\int_{-L/2}^{L/2}\frac{n_{\rm eq}c(x)}{\tau}\,dx
=\frac{n_{\rm eq}}{\tau}L\bar c .
\end{equation}
The net gain is $(F-n_{\rm eq}/\tau)L\bar c=GL\bar c$. Since $L/\lambda=2x_s$, this is again $2Gx_s\tanh\lambda$. The factor $\bar c$ reduces the supply and the loss alike.

\textbf{Q.} Give me numbers, and say whether they describe a real material.

\textbf{A.} They are round model parameters and describe no particular material. Nanometres and seconds are the natural units here. Take $D=10^7\,\mathrm{nm^2/s}$, $\tau=10^{-3}\,\mathrm{s}$, $\Omega=0.10\,\mathrm{nm^2}$, $n_{\rm eq}=10^{-3}\,\mathrm{nm^{-2}}$, $F=1.20\,\mathrm{nm^{-2}\,s^{-1}}$ and $L=200\,\mathrm{nm}$. Then
\begin{align}
x_s&=\sqrt{10^7\times10^{-3}}\ \mathrm{nm}=100\ \mathrm{nm},
\qquad \lambda=\frac{200}{2\times100}=1,\nonumber\\
G&=1.20-\frac{10^{-3}}{10^{-3}}=0.20\ \mathrm{nm^{-2}\,s^{-1}},\nonumber\\
v&=2\times0.10\times0.20\times100\times0.7616\ \mathrm{nm/s}
=3.046\ \mathrm{nm/s}.
\end{align}
Each passing step raises the surface by one layer, and steps pass a fixed point at the rate $v/L=3.046/200=0.0152$ per second. This is the growth rate in layers per second. Complete capture of the net supply would give $\Omega G=0.0200$ layers per second, and the ratio of the two is $\bar c=0.76$.

\textbf{Q.} What happens if I change the spacing of the steps? I would expect wider terraces to collect more atoms and make the steps faster.

\textbf{A.} They do, but with a limit. For $L\ll x_s$, $\tanh\lambda\approx\lambda-\lambda^3/3$. The leading term gives
\begin{equation}
v\approx2\Omega Gx_s\frac{L}{2x_s}=\Omega GL .
\label{narrow}
\end{equation}
The diffusion length cancels because nearly every atom finds a step before it desorbs. For $L\gg x_s$, $\tanh\lambda\approx1-2e^{-2\lambda}$, and
\begin{equation}
v\approx2\Omega Gx_s .
\label{wide}
\end{equation}
Now a step draws on a zone of width about $x_s$ on either side, and a wider terrace adds area from which hardly any atoms reach it. For the parameters above:
\begin{center}
\begin{tabular}{rrr}
$L$ (nm) & $v$ (nm/s) & $v/(\Omega GL)$\\
20 & 0.399 & 0.997\\
100 & 1.848 & 0.924\\
200 & 3.046 & 0.762\\
400 & 3.856 & 0.482\\
1000 & 4.000 & 0.200
\end{tabular}
\end{center}
Doubling $L$ from 200 to 400 nm raises the speed by 27\%, while the growth rate $v/L$ falls. The narrow-terrace law \eqref{narrow} is 1\% above the full result at $L=0.347\,x_s$, and the wide-terrace law \eqref{wide} is 1\% above it at $L=5.30\,x_s$. Between these widths the tangent is needed for that accuracy.

For fixed, equidistant and perfectly absorbing steps, counting atoms gives the speed $2\Omega Gx_s\tanh[L/(2x_s)]$, which is proportional to $x_s\tanh[L/(2x_s)]$ when $\Omega$ and $G$ are held fixed. It remains to examine what happens when the spacing is unequal, the motion of the steps is included, or absorption is imperfect.

Numerical values quoted here were computed with a short program.
